# Largest field in a slab cell before electrons spill into vacuum: test program

```python
# Result under test: in a slab cell with vacuum field F, the vacuum well
# reaches the Fermi level at F = W/(e d); the first well state is occupied
# only at a larger field, given by an Airy-function matching condition.
# W: work function (eV); d: surface-to-step distance (angstrom);
# w: whole vacuum gap; t: slab thickness; F: field (V/angstrom).
# Energies are in eV relative to the Fermi level, lengths in angstrom.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

W = 4.5
d_main = 10.0
t = 12.0
slab_potential = -7.0
kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # hbar^2/2m
eps0 = const.epsilon_0 / const.e * 1e-10                # e/(V angstrom)
dos = 1 / (2 * np.pi * kin)                             # m/(pi hbar^2)
a1 = ai_zeros(1)[0][0]


def airy_energy(F):
    return (kin * F**2) ** (1 / 3)


def onset_infinite_step(d):
    def gap(F):
        return F * d - W - abs(a1) * airy_energy(F)
    return brentq(gap, W / d, 10 * W / d)


def onset_finite_step(d):
    # The step is in the middle of the gap, so w - d = d.
    def mismatch(F):
        scale = airy_energy(F)
        ai, ai_prime = airy((W - F * d) / scale)[:2]
        kappa = np.sqrt((W + F * d) / kin)
        return kappa * scale / F * ai - ai_prime
    return brentq(mismatch, W / d, onset_infinite_step(d))


def cell_states(F, d, n):
    """Levels of the periodic cell and their weights in the vacuum well."""
    w = 2 * d
    h = (t + w) / n
    x = -t + h * (np.arange(n) + 0.5)
    vacuum = W - F * x + F * w * (x > d)
    potential = np.where(x < 0, slab_potential, vacuum)
    H = np.diag(potential + 2 * kin / h**2)
    i = np.arange(n)
    H[i, (i + 1) % n] -= kin / h**2
    H[(i + 1) % n, i] -= kin / h**2
    energy, psi = eigh(H, subset_by_index=[0, 24])
    region = (x > 0.5 * d) & (x < 1.5 * d)
    return energy, np.sum(psi[region] ** 2, axis=0)


def well_level(F, d, n):
    energy, weight = cell_states(F, d, n)
    localized = weight > 0.4
    assert localized.any()
    return energy[np.argmax(localized)]


def spilled_density(F, d, n):
    energy, weight = cell_states(F, d, n)
    return dos * np.sum(np.maximum(-energy, 0) * weight)


# Electrostatics: smeared face charges, periodic Poisson equation.
F_safe = W / d_main
w_main = 2 * d_main
L = t + w_main
n_grid = 3200
z = np.arange(n_grid) * L / n_grid
dz = L / n_grid
smear = 0.3


def sheet(center):
    shape = np.exp(-((z - center) ** 2) / (2 * smear**2))
    return shape / (shape.sum() * dz)


unit_rho = sheet((L - t) / 2) - sheet((L + t) / 2)
k = 2 * np.pi * np.fft.fftfreq(n_grid, dz)
rho_k = np.fft.fft(unit_rho)
field_k = np.zeros(n_grid, complex)
field_k[1:] = rho_k[1:] / (1j * k[1:] * eps0)
unit_field = np.fft.ifft(field_k).real
middle, far = n_grid // 2, n_grid // 20
sigma = eps0 * F_safe
dipole = sigma * np.sum(z * unit_rho) * dz
corrected = -F_safe + sigma * unit_field - dipole / (eps0 * L)
assert abs(corrected[middle]) < 1e-3 * F_safe
assert abs(corrected[far] + F_safe) < 1e-3 * F_safe
total_step = abs(np.sum(corrected) * dz)
assert abs(total_step - F_safe * w_main) < 1e-3 * total_step

# Without correction the face charge must cancel the field in the metal.
sigma_raw = F_safe / unit_field[middle]
raw_vacuum_field = abs(-F_safe + sigma_raw * unit_field[far])
assert abs(raw_vacuum_field / (F_safe * L / w_main) - 1) < 1e-3

# Onset of occupation: full-cell diagonalization against Airy matching.
onset_cell = {}
for d, n in ((10.0, 640), (20.0, 650)):
    upper = 1.1 * onset_infinite_step(d)
    onset_cell[d] = brentq(well_level, W / d, upper, args=(d, n), xtol=1e-5)
    assert abs(onset_cell[d] / onset_finite_step(d) - 1) < 0.02
    assert W / d < onset_cell[d] < onset_infinite_step(d)

F_on = onset_cell[d_main]
level_safe = well_level(F_safe, d_main, 640)
level_above = well_level(1.05 * F_on, d_main, 640)
spill_safe = spilled_density(F_safe, d_main, 640)
spill_below = spilled_density(0.95 * F_on, d_main, 640)
spill_above = spilled_density(1.05 * F_on, d_main, 640)
assert level_safe > 0 > level_above
assert spill_above > 10 * max(spill_below, spill_safe)
assert abs(spill_above / (dos * abs(level_above)) - 1) < 0.25

widths = (10.0, 20.0, 40.0, 80.0)
ratios = [onset_finite_step(d) * d / W for d in widths]
assert all(a > b > 1 for a, b in zip(ratios, ratios[1:]))
excess_power = np.log((ratios[3] - 1) / (ratios[2] - 1)) / np.log(2)
assert abs(excess_power + 2 / 3) < 0.15

F_inf = onset_infinite_step(d_main)
F_fin = onset_finite_step(d_main)
print(f"work function W = {W:.1f} eV")
print(f"surface-to-step distance d = {d_main:.1f} angstrom")
print(f"whole gap w = {w_main:.1f} angstrom")
print(f"slab thickness t = {t:.1f} angstrom")
print(f"cell length L = {L:.1f} angstrom")
print(f"slab potential = {slab_potential:.1f} eV from Fermi level")
print(f"hbar^2/2m = {kin:.4f} eV angstrom^2")
print(f"first Airy zero a1 = {a1:.4f}")
print(f"simple limit W/(e d) = {F_safe:.3f} V/angstrom")
print(f"simple limit, converted = {10 * F_safe:.2f} V/nm")
print(f"limit if whole gap is 10 angstrom = {W / 5:.3f} V/angstrom")
print(f"potential step at simple limit = {total_step:.3f} V")
print(f"face charge at simple limit = {sigma:.6f} e/angstrom^2")
print(f"corrected field in vacuum = {abs(corrected[far]):.4f} V/angstrom")
print(f"uncorrected field in vacuum = {raw_vacuum_field:.4f} V/angstrom")
raw_limit = F_safe**2 / raw_vacuum_field
print(f"uncorrected sawtooth limit = {raw_limit:.4f} V/angstrom")
print(f"lowest well level at simple limit = {level_safe:.3f} eV")
print(f"onset, infinite step = {F_inf:.4f} V/angstrom")
print(f"onset, finite step (Airy) = {F_fin:.4f} V/angstrom")
print(f"onset, full cell = {F_on:.4f} V/angstrom")
print(f"onset, full cell, converted = {10 * F_on:.2f} V/nm")
print(f"Airy energy at finite-step onset = {airy_energy(F_fin):.3f} eV")
print(f"well bottom at finite-step onset = {W - F_fin * d_main:.3f} eV")
kappa_on = np.sqrt((W + F_fin * d_main) / kin)
print(f"decay constant beyond step = {kappa_on:.3f} 1/angstrom")
print(f"band density of states = {dos:.5f} 1/(eV angstrom^2)")
print(f"well level at 1.05 onset = {level_above:.3f} eV")
print(f"vacuum charge at simple limit = {spill_safe:.2e} e/angstrom^2")
print(f"vacuum charge at 0.95 onset = {spill_below:.2e} e/angstrom^2")
print(f"vacuum charge at 1.05 onset = {spill_above:.2e} e/angstrom^2")
print(f"onset, full cell, d = 20 angstrom: {onset_cell[20.0]:.4f} V/angstrom")
for d, ratio in zip(widths, ratios):
    print(f"d = {d:.0f} angstrom: W/(e d) = {W / d:.4f} V/angstrom, "
          f"Airy onset / simple limit = {ratio:.3f}")
print(f"power of d in relative excess, 40 to 80 angstrom = {excess_power:.3f}")
print("checks complete")
```

Running it gives:

```
work function W = 4.5 eV
surface-to-step distance d = 10.0 angstrom
whole gap w = 20.0 angstrom
slab thickness t = 12.0 angstrom
cell length L = 32.0 angstrom
slab potential = -7.0 eV from Fermi level
hbar^2/2m = 3.8100 eV angstrom^2
first Airy zero a1 = -2.3381
simple limit W/(e d) = 0.450 V/angstrom
simple limit, converted = 4.50 V/nm
limit if whole gap is 10 angstrom = 0.900 V/angstrom
potential step at simple limit = 9.000 V
face charge at simple limit = 0.002487 e/angstrom^2
corrected field in vacuum = 0.4500 V/angstrom
uncorrected field in vacuum = 0.7200 V/angstrom
uncorrected sawtooth limit = 0.2813 V/angstrom
lowest well level at simple limit = 1.838 eV
onset, infinite step = 0.7520 V/angstrom
onset, finite step (Airy) = 0.7004 V/angstrom
onset, full cell = 0.6999 V/angstrom
onset, full cell, converted = 7.00 V/nm
Airy energy at finite-step onset = 1.232 eV
well bottom at finite-step onset = -2.504 eV
decay constant beyond step = 1.738 1/angstrom
band density of states = 0.04177 1/(eV angstrom^2)
well level at 1.05 onset = -0.264 eV
vacuum charge at simple limit = 4.12e-08 e/angstrom^2
vacuum charge at 0.95 onset = 1.24e-07 e/angstrom^2
vacuum charge at 1.05 onset = 1.08e-02 e/angstrom^2
onset, full cell, d = 20 angstrom: 0.2978 V/angstrom
d = 10 angstrom: W/(e d) = 0.4500 V/angstrom, Airy onset / simple limit = 1.556
d = 20 angstrom: W/(e d) = 0.2250 V/angstrom, Airy onset / simple limit = 1.324
d = 40 angstrom: W/(e d) = 0.1125 V/angstrom, Airy onset / simple limit = 1.195
d = 80 angstrom: W/(e d) = 0.0563 V/angstrom, Airy onset / simple limit = 1.120
power of d in relative excess, 40 to 80 angstrom = -0.703
checks complete
```
